# Fermi smearing in tight binding: free energy, gradients and stretched H2

Consider a self-consistent tight-binding model of xTB type with one s orbital and one valence electron per atom. Rydberg atomic units are used: \(e^2=2\), energies are in Ry and lengths in bohr. The basis functions are real, with overlap matrix \(s_{ab}\) and \(s_{aa}=1\). The orbitals are columns \(c_i\) of coefficients, orthonormal in the sense \(c_i^{T}s\,c_j=\delta_{ij}\). Both spins share the same orbitals and the same occupations \(0\le f_i\le 1\), so that the density matrix of one spin and the electron number are

\[
P=\sum_i f_i\,c_ic_i^{T},\qquad N=2\sum_i f_i .
\]

The Mulliken charge of atom \(a\), in units of \(e\), is \(q_a=1-2(Ps)_{aa}\). The energy is

\[
E=2\,\mathrm{Tr}(PH^0)+\tfrac12\sum_{ab}q_a g_{ab}q_b+\tfrac13 G\sum_a q_a^3+E_{\rm rep},
\]

where \(H^0\), the symmetric matrix \(g\) and the pair repulsion \(E_{\rm rep}\) depend on the nuclear positions but not on \(P\), and \(G\) is a constant. The smearing entropy counts the two spins:

\[
S=-2k\sum_i h(f_i),\qquad h(f)=f\ln f+(1-f)\ln(1-f).
\]

The temperature \(T\) is a parameter of the electrons alone. The claim is that the self-consistent solution with Fermi occupations makes \(A=E-TS\) stationary at fixed \(N\), and, unless all levels coincide, does not make \(E\) stationary.

Start with the change of \(E\) when \(P\) changes at fixed nuclei. Let \(V_a=\sum_b g_{ab}q_b+Gq_a^2\), which is the derivative of the two charge terms with respect to \(q_a\). Since \(\delta q_a=-2\sum_b\delta P_{ab}s_{ab}\),

\[
\delta E=2\,\mathrm{Tr}(\delta P\,H^0)-2\sum_{ab}V_a\,\delta P_{ab}s_{ab}.
\]

Both \(\delta P\) and \(s\) are symmetric, so \(V_a\) may be replaced by \(\tfrac12(V_a+V_b)\). Hence

\[
\delta E=2\,\mathrm{Tr}(\delta P\,F),\qquad F_{ab}=H^0_{ab}-\tfrac12 s_{ab}(V_a+V_b).
\]

Vary the orbitals first. The entropy does not change, because it depends on the \(f_i\) alone. Write \(\delta c_i=\sum_j c_jX_{ji}\). Orthonormality requires \(X_{ij}+X_{ji}=0\). With \(F_{ij}=c_i^TFc_j\) in the orbital basis,

\[
\delta E=4\sum_i f_i\,\delta c_i^{T}Fc_i=4\sum_{ij}f_iX_{ji}F_{ji}=4\sum_{i<j}(f_i-f_j)X_{ji}F_{ij},
\]

where the last form joins the terms \((i,j)\) and \((j,i)\). Stationarity demands \(F_{ij}=0\) between orbitals of different occupation. Orbitals of equal occupation can be rotated among themselves without changing \(P\), and this freedom is used to make \(F\) diagonal there too. Completeness, \(\sum_j s\,c_jc_j^{T}=1\), then turns the diagonal form into

\[
Fc_i=\varepsilon_i\,s\,c_i .
\]

Now vary the occupations at fixed orbitals. Then \(\delta P=\delta f_i\,c_ic_i^T\), which gives \(\partial E/\partial f_i=2\varepsilon_i\). From \(h'(f)=\ln f-\ln(1-f)\) follows

\[
\frac{\partial (TS)}{\partial f_i}=2kT\ln\frac{1-f_i}{f_i}.
\]

Fixing \(N=2\sum_i f_i\) with a multiplier \(\mu\), the condition is

\[
2\varepsilon_i-2kT\ln\frac{1-f_i}{f_i}=2\mu
\quad\Longrightarrow\quad
f_i=\frac{1}{1+e^{(\varepsilon_i-\mu)/kT}} .
\]

Unless all levels coincide, the energy alone is not stationary at this point: moving occupation from level \(j\) to level \(i\) changes it with slope \(2(\varepsilon_i-\varepsilon_j)\). In \(A\) this slope is cancelled by the entropy term.

Whether the stationary point is a minimum can be settled by an identity that holds for finite changes. Let a superscript 0 mark the self-consistent solution, and let \(P\), with orbitals \(c_i\) and occupations \(f_i\), be any trial with the same \(N\). Put \(\Delta q=q-q^0\). The charge terms expand as

\[
\tfrac12 q\,g\,q-\tfrac12q^0g\,q^0=q^0g\,\Delta q+\tfrac12\Delta q\,g\,\Delta q,
\]
\[
\tfrac13\left[q_a^3-(q_a^0)^3\right]=(q_a^0)^2\Delta q_a+q_a^0\Delta q_a^2+\tfrac13\Delta q_a^3 .
\]

The parts linear in \(\Delta q\) are \(\sum_aV_a^0\Delta q_a\). Together with the \(H^0\) term they form \(2\,\mathrm{Tr}[(P-P^0)F^0]\), by the same algebra as for \(\delta E\). Therefore

\[
E-E^0=2\,\mathrm{Tr}[(P-P^0)F^0]+\tfrac12\Delta q\,g\,\Delta q+G\sum_a\left(q_a^0\Delta q_a^2+\tfrac13\Delta q_a^3\right).
\]

To treat the entropy, define the weights \(w_{ij}=(c_i^{T}s\,c_j^0)^2\). Both orbital sets are orthonormal and complete, so \(w\) sums to one over either index. Define also

\[
D=\sum_{ij}w_{ij}\left[f_i\ln\frac{f_i}{f_j^0}+(1-f_i)\ln\frac{1-f_i}{1-f_j^0}\right].
\]

With \(n_j=\sum_iw_{ij}f_i\), the occupation of the old orbital \(j\) in the trial state, this is

\[
D=\sum_ih(f_i)-\sum_j\left[n_j\ln f_j^0+(1-n_j)\ln(1-f_j^0)\right].
\]

The second sum equals \(\sum_jh(f_j^0)+\sum_j(n_j-f_j^0)\ln[f_j^0/(1-f_j^0)]\), and the Fermi form says that the last logarithm is \(-(\varepsilon_j^0-\mu)/kT\). Thus

\[
D=\sum_ih(f_i)-\sum_jh(f_j^0)+\frac1{kT}\sum_j(n_j-f_j^0)(\varepsilon_j^0-\mu).
\]

The \(\mu\) term vanishes because both states have the same \(N\), and \(\sum_j(n_j-f_j^0)\varepsilon_j^0=\mathrm{Tr}[(P-P^0)F^0]\). Multiplication by \(2kT\) gives \(2kT\,D=-TS+TS^0+2\,\mathrm{Tr}[(P-P^0)F^0]\), and so

\[
A-A^0=2kT\,D+\tfrac12\Delta q\,g\,\Delta q+G\sum_a\left(q_a^0\Delta q_a^2+\tfrac13\Delta q_a^3\right).
\]

The inequality \(\ln z\le z-1\) with \(z=y/x\) gives \(x\ln(x/y)\ge x-y\), and likewise \((1-x)\ln[(1-x)/(1-y)]\ge y-x\). Each bracket in \(D\) is therefore non-negative, and it vanishes only for \(f_i=f_j^0\). If \(D=0\), then \(f_i=f_j^0\) wherever \(w_{ij}\neq0\), hence \(Ps\,c_j^0=\sum_if_ic_i(c_i^Ts\,c_j^0)=f_j^0c_j^0\) for every \(j\), which means \(P=P^0\).

For \(G=0\) and \(g\) without negative eigenvalues, the self-consistent solution is thus the unique global minimum of \(A\). With a cubic term the extra contribution can have either sign. It starts at second order in \(\Delta q\), so stationarity survives, and the minimum survives as long as \(G\) is small enough. To see this, write \(P=s^{-1/2}Ms^{-1/2}\), where \(M\) is symmetric with eigenvalues \(f_i\). With the unit vector \(e_a\), put \(u=s^{-1/2}e_a\) and \(v=s^{1/2}e_a\), so that \(u^Tv=1\), \(|u|^2=(s^{-1})_{aa}\) and \(|v|^2=1\). Then \(q_a=u^T(1-2M)v\), and since the eigenvalues of \(1-2M\) lie between \(-1\) and \(1\), every charge obeys \(|q_a|\le q_{\max}=\max_a\sqrt{(s^{-1})_{aa}}\). The cubic contribution equals \(G\sum_a\Delta q_a^2\,(2q_a^0+q_a)/3\) and is therefore not below \(-|G|\,q_{\max}\sum_a\Delta q_a^2\), while \(\tfrac12\Delta q\,g\,\Delta q\ge\tfrac12\lambda\sum_a\Delta q_a^2\), with \(\lambda\) the lowest eigenvalue of \(g\). For \(|G|\le\lambda/2q_{\max}\) the solution remains the unique global minimum. For larger \(|G|\) this argument gives no guarantee.

These statements were tested numerically on a bent chain of four atoms with unequal levels at \(kT=0.050\) Ry. The atoms sit at \((0,0,0)\), \((2.6,0.3,0)\), \((5.6,-0.4,0.5)\) and \((8.9,0.2,-0.3)\) bohr with levels \(H^0_{aa}=-1.0,\,-0.9,\,-1.1,\,-0.95\) Ry. Overlap, charge interaction and repulsion have the forms given for two hydrogen atoms below, with softening length \(a=2\) bohr and \(H^0_{ab}=\tfrac12K(H^0_{aa}+H^0_{bb})s_{ab}\). The trial density matrices were of three kinds, 70 each: large random orbital rotations with large occupation changes, small rotations with small occupation changes, and small occupation changes at fixed orbitals. The last kind probes the first-order slope of \(E\) directly, and the counts depend on this choice of trials. Of the 210 trials with \(G=0\), 40 had a lower \(E\) than the self-consistent state and none had a lower \(A\). With \(G=0.1\) Ry the counts were 28 and none; the second count again follows from the identity, because this chain has \(\lambda=0.32\) Ry and \(q_{\max}=1.18\), so that \(G=0.1\) Ry lies below the bound \(\lambda/2q_{\max}=0.137\) Ry.

The nuclear gradient follows from the same variations. Let a prime denote the total derivative with respect to a nuclear coordinate \(X\), at fixed \(T\) and \(N\), with the solution following \(X\) smoothly. The energy changes through the explicit dependence of \(H^0\), \(g\), \(s\) and \(E_{\rm rep}\) on \(X\), and through \(P\):

\[
E'=\left.\frac{\partial E}{\partial X}\right|_P+2\,\mathrm{Tr}(FP').
\]

The explicit part includes the overlap inside the charges, \(\partial q_a/\partial X|_P=-2\sum_bP_{ab}s'_{ab}\):

\[
\left.\frac{\partial E}{\partial X}\right|_P=2\,\mathrm{Tr}(PH^{0\prime})+\tfrac12 q\,g'q-2\sum_{ab}V_aP_{ab}s'_{ab}+E_{\rm rep}' .
\]

For the implicit part, differentiate \(P\) and use \(Fc_i=\varepsilon_is\,c_i\):

\[
2\,\mathrm{Tr}(FP')=2\sum_i\varepsilon_if_i'+4\sum_if_i\varepsilon_i\,c_i^{\prime T}s\,c_i .
\]

The derivative of \(c_i^{T}s\,c_i=1\) is \(2c_i^{\prime T}s\,c_i+c_i^{T}s'c_i=0\), which removes the orbital derivatives:

\[
2\,\mathrm{Tr}(FP')=2\sum_i\varepsilon_if_i'-2\,\mathrm{Tr}(Ws'),\qquad W=\sum_if_i\varepsilon_i\,c_ic_i^{T}.
\]

The entropy contributes

\[
(TS)'=2kT\sum_i\ln\frac{1-f_i}{f_i}\,f_i'=2\sum_i(\varepsilon_i-\mu)f_i' .
\]

In \(A'=E'-(TS)'\) the occupation derivatives combine to \(2\mu\sum_if_i'=\mu N'=0\). What remains is

\[
A'=\left.\frac{\partial E}{\partial X}\right|_P-2\,\mathrm{Tr}(Ws').
\]

No derivative of an occupation, an orbital or a charge is left. Since \(\sum_if_i'=0\), the gradient of the energy is, in contrast,

\[
E'=A'+2\sum_i\varepsilon_if_i' ,
\]

and it does need the response of the occupations. The gradient formula without occupation derivatives, evaluated with fractional occupations, therefore belongs to \(A\). In the four-atom chain with \(G=0\) it agrees with finite differences of \(A\) to about \(2\times10^{-12}\) Ry/bohr, while the derivative of \(E\) departs from it by up to 0.055 Ry/bohr. The simplification is confined to first derivatives: differentiating the formula once more brings in \(P'\) and \(W'\), and with them \(f_i'\).

Now take two hydrogen atoms at distance \(R\). The 1s functions have overlap \(s=e^{-R}(1+R+R^2/3)\), where \(s\) from here on is the off-diagonal element. The model has \(H^0_{aa}=e_0=-1\) Ry, \(H^0_{ab}=Ke_0s\) with \(K=1.75\), \(G=0\), and \(E_{\rm rep}=(2/R)\exp(-\alpha R^{3/2})\) with \(\alpha=2\) bohr\(^{-3/2}\). These are round model parameters, so the binding energies below are not predictions for the real molecule. The charge interaction is \(g_{ab}=2/\sqrt{R_{ab}^2+a^2}\) with a softening length \(a\).

Zero charges solve the self-consistency problem: they give \(V=0\) and \(F=H^0\), whose orbitals have equal weight on both atoms. The eigenvalues of \(g\), \(g_{aa}\pm g_{ab}\), are positive, so by the identity above this is the global minimum of \(A\). The bonding and antibonding levels are

\[
\varepsilon_g=\frac{e_0(1+Ks)}{1+s},\qquad \varepsilon_u=\frac{e_0(1-Ks)}{1-s}.
\]

Over the common denominator \(1-s^2\), their mean and their gap are

\[
m=\frac{e_0(1-Ks^2)}{1-s^2},\qquad \Delta=\varepsilon_u-\varepsilon_g=\frac{2(K-1)|e_0|\,s}{1-s^2}.
\]

Two electrons require \(f_g+f_u=1\). The Fermi function satisfies \(1-f(\varepsilon)=f(2\mu-\varepsilon)\), so \(\mu=m\). With \(x=\Delta/4kT\),

\[
f_g=\frac1{1+e^{-2x}},\qquad f_u=\frac1{1+e^{2x}},\qquad f_g-f_u=\tanh x .
\]

The electronic energy is \(2(f_g\varepsilon_g+f_u\varepsilon_u)=2m-\Delta\tanh x\). For the entropy, note that \(\ln f_g=x-\ln(2\cosh x)\) and \(\ln f_u=-x-\ln(2\cosh x)\). Because \(1-f_g=f_u\), both levels have the same \(h\), and

\[
TS=-4kT(f_g\ln f_g+f_u\ln f_u)=-\Delta\tanh x+4kT\ln(2\cosh x).
\]

The two \(\tanh\) terms cancel in the difference:

\[
A=2m-4kT\ln\left(2\cosh\frac{\Delta}{4kT}\right)+E_{\rm rep}.
\]

The bond order is \(B=(2Ps)_{ab}(2Ps)_{ba}\), with \(s\) here the full matrix. The matrix \(Ps\) has eigenvectors \((1,1)\) and \((1,-1)\) with eigenvalues \(f_g\) and \(f_u\). Its off-diagonal element is \(\tfrac12(f_g-f_u)\), and therefore \(B=\tanh^2x\).

As \(R\to\infty\) at fixed \(T>0\), the gap closes and \(x\to0\). Both occupations tend to \(\tfrac12\) per spin, so each of the two orbitals holds one electron, and the bond order tends to zero. The free energy tends to \(2e_0-4kT\ln2\). A single atom treated in the same way has one level with \(f=\tfrac12\) and \(A_{\rm at}=e_0-2kT\ln2\), so the limit is that of two separate atoms.

The approach to the limit follows from an expansion in small \(s\). Put \(b=(K-1)|e_0|\). Then \(m\approx e_0+bs^2\), \(\Delta\approx2bs\) and \(\ln\cosh x\approx x^2/2\), while \(E_{\rm rep}\) decays faster than \(s^2\). To leading order

\[
A-2A_{\rm at}\approx 2bs^2-\frac{\Delta^2}{8kT}=bs^2\left(2-\frac{b}{2kT}\right).
\]

The tail is attractive for \(kT<b/4=0.1875\) Ry. Above that, the rise of the mean level outweighs the gain from unequal occupation.

At \(T=0\) the bonding orbital stays doubly filled, and \(2\varepsilon_g-2e_0=-2bs/(1+s)\). This also vanishes at large distance. In this model, then, smearing is not needed to reach the right energy of two atoms. What it changes is the density matrix, whose bond order would otherwise remain 1 at every distance, and the tail, which becomes quadratic instead of linear in \(s\). At 16 bohr the tail is \(-1.94\times10^{-8}\) Ry in \(A\) at 300 K, against \(-1.73\times10^{-5}\) Ry at \(T=0\). The limits do not commute: at 12 bohr, \(f_g=0.537\) at 300 K but 1.0000 at 1 K.

At 300 K, where \(kT=0.001900\) Ry, the stretching proceeds as follows, with energies in Ry relative to two smeared atoms.

| \(R\) (bohr) | \(f_g\) | \(f_u\) | \(B\) | \(E-2E_{\rm at}\) | \(A-2A_{\rm at}\) |
|---|---|---|---|---|---|
| 6 | 1.000 | 0.000 | 1.000 | −0.06747 | −0.06220 |
| 8 | 0.982 | 0.018 | 0.930 | −0.01457 | −0.00998 |
| 10 | 0.689 | 0.311 | 0.143 | −0.00113 | −0.00058 |
| 12 | 0.537 | 0.463 | 0.005 | −0.00004 | −0.00002 |

The row at 8 bohr can be followed by hand. The gap is 0.015265 Ry, so \(x=0.015265/(4\times0.001900)=2.0086\) and \(\tanh x=0.9646\). This gives \(f_g=(1+0.9646)/2=0.982\) and \(B=0.9646^2=0.930\), as in the table. At this distance the gradient formula gives \(dA/dR=0.011407\) Ry/bohr, whereas \(dE/dR=0.013094\) Ry/bohr. The difference, 0.00169 Ry/bohr, is the occupation term \(2\sum_i\varepsilon_i\,df_i/dR\), and it amounts to 15% of \(dA/dR\).

The change of regime is set by the gap measured against \(kT\). Since \(f_g/f_u=e^{\Delta/2kT}\), the antibonding occupation reaches 0.1 when \(\Delta=2kT\ln9\). That happens at 8.76 bohr for 300 K and at 5.07 bohr for 5000 K.

Near the minimum, at 1.51 bohr, the gap of about 2.3 Ry keeps the antibonding orbital empty at both temperatures, and the molecule has practically no smearing entropy. The separated atoms keep \(S=4k\ln2\). The binding measured by \(A\) is therefore weaker than that measured by \(E\), 0.597 Ry, by \(4kT\ln2\). It is 0.591 Ry (8.05 eV) at 300 K and 0.509 Ry (6.92 eV) at 5000 K, the reductions being 0.0053 and 0.0878 Ry.

This entropy is larger than that of two real hydrogen atoms with free spins, which is \(2k\ln2\). The smeared atom is a mixture of four equally weighted states: empty, spin up, spin down and doubly occupied. The smeared density matrix thus describes neutral atoms on average, not atoms with one electron each.

Two quantities show this for orthogonalized atomic orbitals. In the independent-electron ensemble, spin-up and spin-down electrons are uncorrelated, and each occupies a given atom with probability \(\tfrac12\). An atom is then doubly occupied with probability \(\tfrac14\), whether the state is smeared or is the closed shell at \(T=0\). The variance of the total electron number is \(2\sum_if_i(1-f_i)=4f_gf_u\), which rises from 0 at \(T=0\) to 1 for half filling. An explicit sum over the 16 many-electron states of the two sites confirms both results and reproduces the electronic part \(A-E_{\rm rep}\).

Smearing therefore does not remove doubly occupied atoms. It lowers the combined weight of the configurations H\(^+\)H\(^-\) and H\(^-\)H\(^+\) from \(\tfrac12\) in the closed shell to \(\tfrac18\) when \(f_g=f_u=\tfrac12\), and the remaining double occupation then belongs to states with three or four electrons. If each doubly occupied atom cost an energy \(U\), the separated pair would carry an error of \(2\times U/4=U/2\) in either description. The present energy escapes this error because its charge terms depend on mean charges, which are zero. The correct dissociation limit is a property of this energy expression, and half-filled orbitals are not by themselves a treatment of static correlation.

## Table of computed values

```
CHAIN kT = 0.050 Ry
cubic=0.0 Ry: of 210 trials, E lower in 40, A lower in 0
  largest error of minimum identity 3e-13 Ry
  max |dA/dX - formula| 2e-12 Ry/bohr
  max |dE/dX - formula| 0.05520 Ry/bohr
cubic=0.1 Ry: of 210 trials, E lower in 28, A lower in 0
  largest error of minimum identity 2e-13 Ry
  max |dA/dX - formula| 2e-12 Ry/bohr
  max |dE/dX - formula| 0.05518 Ry/bohr
chain charges (cubic=0.1): [-0.0669  0.1259 -0.1179  0.0588] e
chain occupations per spin: [0.9991 0.9657 0.0352 0.    ]
H2 MODEL e0=-1.0 Ry K=1.75 alpha=2.0 bohr^-1.5
T=300 K: kT=0.001900 Ry, 4kT ln2=0.005268 Ry, A_atom=-1.002634 Ry
 R/bohr gap/Ry f_g f_u bond_order E-2E_at/Ry A-2A_at/Ry
  1.5 2.294251 1.0000 0.0000 1.0000 -0.596697 -0.591429
  4.0 0.294439 1.0000 0.0000 1.0000 -0.238713 -0.233445
  6.0 0.070801 1.0000 0.0000 1.0000 -0.067467 -0.062199
  8.0 0.015265 0.9823 0.0177 0.9305 -0.014570 -0.009977
 10.0 0.003019 0.6888 0.3112 0.1426 -0.001134 -0.000578
 12.0 0.000562 0.5369 0.4631 0.0055 -0.000041 -0.000021
 16.0 0.000017 0.5011 0.4989 0.0000 -0.000000 -0.000000
 f_u reaches 0.1 at R=8.755 bohr
 minimum R=1.5096 bohr; binding E 0.59673 Ry, A 0.59146 Ry (8.047 eV)
T=5000 K: kT=0.031668 Ry, 4kT ln2=0.087803 Ry, A_atom=-1.043901 Ry
 R/bohr gap/Ry f_g f_u bond_order E-2E_at/Ry A-2A_at/Ry
  1.5 2.294251 1.0000 0.0000 1.0000 -0.596697 -0.508894
  3.0 0.595037 0.9999 0.0001 0.9997 -0.387541 -0.299848
  4.0 0.294439 0.9905 0.0095 0.9624 -0.233129 -0.152117
  6.0 0.070801 0.7536 0.2464 0.2572 -0.032575 -0.015500
  8.0 0.015265 0.5600 0.4400 0.0144 -0.001675 -0.000762
 12.0 0.000562 0.5022 0.4978 0.0000 -0.000002 -0.000001
 f_u reaches 0.1 at R=5.070 bohr
 minimum R=1.5096 bohr; binding E 0.59673 Ry, A 0.50892 Ry (6.924 eV)
R=8 bohr, 300 K: f_g by direct minimization of A 0.98231, Fermi 0.98231
 slope dE/df_g at that point -0.030530 Ry
 gradient formula 0.011407, dA/dR 0.011407 Ry/bohr
 dE/dR 0.013094, 2 sum e df/dR 0.001686 Ry/bohr
R=16 bohr: overlap 1.152e-05, A tail -1.943e-08 Ry (formula -1.943e-08 Ry)
 T=0: E-2e0 = -1.727e-05 Ry, bond order 1.0000
 tail attractive only for kT < 0.1875 Ry
R=12 bohr: f_g = 1.0000 at 1 K, 0.5369 at 300 K
Fock R=8 bohr 300 K: double occupation 0.2500, var N 0.0695
Fock R=16 bohr 300 K: double occupation 0.2500, var N 1.0000
Fock R=16 bohr, kT=gap/200: double occupation 0.2500, var N 0.0000
```
